Midgap tunnelling decay constant from the Franz dispersion

PROBLEM

An electron tunnels through an insulating layer of a gate stack at an energy inside the band gap. The layer is described by round model parameters: a gap E_g = 9 eV and a band-edge mass m* = 0.4 m at both edges, where m is the free-electron mass. There is no electric field in the layer, and the electron moves along the layer normal x, with no transverse wavevector.

(a) Derive the relation between the energy E in the gap and the decay constant κ from a model with one conduction and one valence band.

(b) At which energy is the decay fastest, and what is κ there?

(c) What would a one-band parabolic barrier with the same mass give at that energy? Which mass would it need to give the answer of (b)?

(d) How much does the choice between the two laws matter for a layer 10 Å thick?

Conventions. The wave amplitude falls as exp(−κx), so the probability density falls as exp(−2κx). Energies are measured from midgap: the conduction edge is at E_c = +E_g/2 and the valence edge at E_v = −E_g/2. The charge e does not enter, so the formulas read the same in Gaussian and SI units. For numbers, use ħ²/m = 7.61996 eV Å².


HINTS

Hint 1. Take the two band-edge states as a basis. Their energies at k = 0 are ±E_g/2, and to lowest order in k they are coupled by a term Ak, with A a real constant. Find the eigenvalues.

Hint 2. A is not a new parameter. Expand the upper band for small k and compare it with ħ²k²/(2m*).

Hint 3. A wave exp(ikx) becomes exp(−κx) when k = iκ. The relation between E and k² remains valid, with k² negative.

Hint 4. For (b), look at the product of the distances from E to the two band edges.

Hint 5. For (c), divide one dispersion law by the other before inserting any numbers.


SOLUTION

(a) The dispersion in the gap

In the basis of the two edge states the Hamiltonian is

H(k) = [ E_g/2   Ak ;  Ak   −E_g/2 ],

where the semicolon separates the rows. A nonzero solution at energy E requires det(H − E) = 0:

(E_g/2 − E)(−E_g/2 − E) − A²k² = 0.

In the first product the terms linear in E cancel, leaving E² − E_g²/4. Therefore

E² = E_g²/4 + A²k².

For real k this gives two bands, E = ±√(E_g²/4 + A²k²), placed symmetrically about midgap. To fix A, expand the upper one for small k:

E = (E_g/2) √(1 + 4A²k²/E_g²) ≈ (E_g/2)(1 + 2A²k²/E_g²) = E_g/2 + A²k²/E_g.

By the definition of the edge mass, the last term must equal ħ²k²/(2m*). Hence

A² = ħ²E_g/(2m*).

The lower band is the mirror image of the upper one, so it has the same mass with the opposite curvature. With the given parameters,

A² = 7.61996 × 9.0 / (2 × 0.4) = 85.72 eV² Å²,   A = 9.2588 eV Å.

Finite differences of the numerically diagonalized bands return masses of +0.40000 m and −0.40000 m at the two edges, as they should.

Inside the gap |E| < E_g/2, so E² − E_g²/4 = A²k² is negative and k is imaginary. Set k = iκ with κ > 0, which turns exp(ikx) into the decaying wave exp(−κx). Then k² = −κ², and

A²κ² = E_g²/4 − E².

Insert A² and divide by E_g:

ħ²κ²/(2m*) = (E_g²/4 − E²)/E_g.

The numerator is a difference of squares, (E + E_g/2)(E_g/2 − E). In terms of the band edges this is the Franz dispersion:

ħ²κ²/(2m*) = (E − E_v)(E_c − E)/E_g.

The decay constant vanishes at both edges. In this model that is required, because at each edge the decaying wave must join a propagating band state with k = 0. The two bands are thus connected through the gap by a single loop of imaginary wavevector, the simplest example of a complex band. In a real crystal the loop that starts at the conduction edge ends on the valence state to which that edge couples, and this state need not be the highest one. If it lies 2 eV below E_v, with the same conduction mass, the loop peaks 1 eV below midgap and still has κ = 0.41 Å⁻¹ at E_v.

The model has a limitation that is visible in its own parameters. The free-electron term ħ²k²/(2m) has been left out of the diagonal of H. It would add a curvature proportional to 1/m to both bands, whereas the edge curvature is proportional to 1/m* = 2.5/m. The omitted term is therefore not negligible by itself, and including it alone would make the two edge masses unequal. Equal masses require the influence of more distant bands to cancel this common curvature. They do not exclude k² terms of opposite sign in the two diagonal elements, which would alter κ deep in the gap; leaving those out is a further assumption of the model. The assumption of equal masses matters more. If the free-electron term is kept and A is chosen so that the conduction mass is still 0.4 m, the valence mass becomes 2 m. The decaying solution then has κ = 0.60 Å⁻¹ at midgap and its maximum, 0.63 Å⁻¹, lies 1.5 eV below midgap. The Franz form is best regarded as a smooth interpolation that has the right behaviour at both edges when the two masses are equal, not as the computed complex band of a particular oxide.

(b) The fastest decay

The right-hand side, (E_g²/4 − E²)/E_g, is greatest when E² is least, that is at E = 0. The fastest decay therefore occurs at midgap, where

ħ²κ₀²/(2m*) = E_g/4.

Multiply by 2m*/ħ² and take the root:

κ₀² = m*E_g/(2ħ²),   κ₀ = √(m*E_g/2)/ħ.

To insert numbers, write m*/ħ² as 0.4 divided by ħ²/m:

κ₀² = 0.4 × 9.0 / (2 × 7.61996) = 3.6/15.23992 = 0.23622 Å⁻²,

κ₀ = 0.4860 Å⁻¹ = 4.860 × 10⁷ cm⁻¹.

To the accuracy that such a model deserves, the amplitude decay constant is 0.49 per Å. The further digits are kept below to make the arithmetic traceable. The amplitude falls by a factor e over 1/κ₀ = 2.058 Å, and the density decays with the constant 2κ₀ = 0.9721 Å⁻¹.

The factor of two between amplitude and density matters when κ₀ is compared with a transmission. In a thick layer, the wave reaching the far side has an amplitude proportional to exp(−κ₀d), so the transmission probability T is proportional to exp(−2κ₀d). The constant of proportionality depends on the contacts but not on the thickness d, and it drops out of the slope of ln T. A numerical scattering calculation tests this. The contacts were given the same two bands, shifted down by 8.0 eV. The insulator's midgap then lies 8.0 − 4.5 = 3.5 eV above their conduction edge, where waves propagate. Between slabs of 20 and 30 Å, the slope of −ln T was 0.9721 Å⁻¹, in agreement with 2κ₀.

How precisely must the electron sit at midgap? Dividing the general law by its midgap value gives

κ(E) = κ₀ √(1 − 4E²/E_g²) ≈ κ₀ (1 − 2E²/E_g²)   for |E| ≪ E_g/2.

There is no term linear in E, so κ is flat near its maximum. The full square root gives

1 eV from midgap: 0.4739 Å⁻¹
2 eV from midgap: 0.4354 Å⁻¹
3 eV from midgap: 0.3623 Å⁻¹
4 eV from midgap: 0.2227 Å⁻¹

A displacement of 1 eV lowers κ by 2.5 per cent of its midgap value. At 4 eV, only 0.5 eV from an edge, κ is less than half of κ₀.

The parameters enter under a square root, so for small changes

δκ₀/κ₀ = ½ (δm*/m* + δE_g/E_g).

A mass 10 per cent larger raises κ₀ by about 5 per cent.

(c) The parabolic barrier

A one-band barrier treats the electron as a particle of mass m* below a potential step at E_c. Its wave equation is

−(ħ²/2m*) ψ″ + E_c ψ = Eψ.

With ψ = exp(−κ_p x) we have ψ″ = κ_p²ψ, and therefore

ħ²κ_p²/(2m*) = E_c − E.

Call the depth below the conduction edge Δ = E_c − E. Since E_c − E_v = E_g, the distance to the valence edge is E − E_v = E_g − Δ. Dividing the Franz law by the parabolic law gives

(κ/κ_p)² = (E_g − Δ)/E_g = 1 − Δ/E_g.

Close to the conduction edge the ratio tends to one. At Δ = 0.09 eV, one hundredth of the gap, κ/κ_p = 0.9950. Deeper in the gap the parabolic law decays too fast compared with the Franz law, because it contains no valence band. It lets κ_p keep growing with depth, whereas the true two-band κ must turn round and return to zero at the valence edge.

At midgap Δ = E_g/2, so (κ₀/κ_p)² = 1/2 and

κ_p = √2 κ₀ = 1.4142 × 0.4860 = 0.6873 Å⁻¹.

To find the mass m_p with which the parabolic law reproduces κ₀, require ħ²κ₀²/(2m_p) = E_g/2. Solve for m_p and insert κ₀² = m*E_g/(2ħ²):

m_p = ħ²κ₀²/E_g = m*/2 = 0.20 m.

Integrating the one-band wave equation numerically with this mass gives 0.4860 Å⁻¹, the Franz value.

A tunnelling mass is therefore incomplete without the dispersion law to which it belongs. Here an edge mass of 0.4 m and a parabolic midgap mass of 0.2 m describe the same decay at midgap. They do not describe the same decay elsewhere: matching at depth Δ requires m_p = m*(1 − Δ/E_g), which changes with energy. Conversely, if the value 0.4 m had come from a parabolic fit at midgap, the decay constant would be 0.6873 Å⁻¹, and the Franz edge mass would be 0.8 m.

(d) A layer of 10 Å

The exponents at midgap are

Franz:   2κ₀d = 0.9721 × 10 = 9.72,   exp(−2κ₀d) = 6.00 × 10⁻⁵,

parabolic, same mass:   2κ_p d = 2 × 0.6873 × 10 = 13.75,   exp(−2κ_p d) = 1.07 × 10⁻⁶.

The Franz factor is larger by 56.1. A factor of √2 in the decay constant has become a factor of more than fifty in the exponential, because it multiplies an exponent of about ten. The ratio of the two factors is exp[2(κ_p − κ₀)d], so it grows exponentially with thickness.

These are exponential factors and not complete transmissions, which also contain the contact-dependent prefactor. For the contacts used in (b) the two-band prefactor is 2.7, while a one-band barrier with mass 0.4 m throughout and the same 3.5 eV of kinetic energy in the contacts has 3.9. The ratio of the complete transmissions is then about 39 rather than 56. A second reservation concerns the length scale. The decay length of about 2 Å is comparable to the distance between neighbouring atoms, whereas the envelope description assumes variation that is slow on that scale. A two-band chain of alternating sites with period a and the same gap and edge mass obeys sinh(κa/2) = κ₀a/2 at midgap; for a = 3 Å this gives κ = 0.451 Å⁻¹, 7 per cent below κ₀, which doubles the exponential factor at 10 Å. The result is exact for the continuum two-band model only; for a specific crystalline oxide, the complex bands of its actual structure would have to be computed. An amorphous layer has no Bloch wavevector, so its decay would have to be obtained from the transmission through representative atomic structures.


VARIATION 1: AN ELECTRON NEARER TO ONE EDGE

Let the electron enter 1.5 eV below the conduction edge of the same layer. Then E = 4.5 − 1.5 = 3 eV, and the list in (b) gives κ = 0.3623 Å⁻¹. For 10 Å the exponent is 2κd = 7.25 instead of 9.72.

The parabolic law now does better. With Δ = 1.5 eV,

(κ/κ_p)² = 1 − 1.5/9 = 5/6,   κ_p = √(6/5) κ ≈ 1.10 κ,

so it exceeds the Franz value by about 10 per cent, compared with 41 per cent at midgap.

Next place the energy 1.5 eV above the valence edge, at E = −3 eV. The Franz law depends on E² and gives the same κ. The parabolic law, still measured from the conduction edge, has Δ = 7.5 eV:

(κ/κ_p)² = 1 − 7.5/9 = 1/6,   κ_p = √6 κ ≈ 2.4 κ.

A one-band electron barrier thus gives κ to within 10 per cent down to 1.5 eV below the conduction edge, and is badly wrong near the valence edge. Even the 10 per cent error enters an exponent: at Δ = 1.5 eV, 2(κ_p − κ)d = 0.69 for 10 Å, a factor of 2 in the exponential and a factor of 8 at 30 Å, and at Δ = 3.1 eV the factor is already about 9 at 10 Å. Near the valence edge the electron law fails altogether. There, a one-band barrier for holes, measured from E_v, is the appropriate approximation.


VARIATION 2: OBLIQUE INCIDENCE

Let the electron also have a real wavevector q parallel to the layer, and take the two-band model to be isotropic in the plane of k and q. This is achieved by replacing the off-diagonal elements Ak by A(k − iq) and A(k + iq). Their product is A²(k² + q²), so the determinant condition becomes

E² = E_g²/4 + A²(k² + q²).

At midgap E = 0. With k² = −κ² this gives A²κ² = E_g²/4 + A²q². The first term on the right is A²κ₀², so

κ² = κ₀² + q².

Transverse motion makes the wave decay faster. For q ≪ κ₀ the root is κ ≈ κ₀ + q²/(2κ₀), and the exponential factor becomes

exp(−2κd) ≈ exp(−2κ₀d) exp(−q²d/κ₀).

The second factor falls to 1/e at q² = κ₀/d. For d = 10 Å,

q = √(0.4860/10) = 0.22 Å⁻¹.

This is somewhat less than half of κ₀, so the expansion is reasonable there. At fixed energy, the layer favours electrons that arrive close to the normal, and since the width √(κ₀/d) shrinks with thickness, the selection sharpens in thicker layers. This supports the use of q = 0 for estimating the leading exponential, provided that the contacts supply electrons near q = 0 at this energy. If they supply only larger q, the smallest available q must be used instead. The total current still requires a sum over all the transverse wavevectors that the contacts supply.

The main values of parts (a) to (d) are collected in the numerical output that follows; the numbers in the two variations follow from them by the arithmetic shown.

Values computed for the example and the checks

```
band-edge mass m*/m: 0.4
band gap: 9.0 eV
hbar^2/m: 7.61996 eV angstrom^2
two-band coupling A: 9.2588 eV angstrom
conduction mass from curvature: 0.40000 m
valence mass from curvature: -0.40000 m
energy of largest kappa, from midgap: 0.00 eV
midgap kappa squared: 0.23622 1/angstrom^2
midgap amplitude kappa: 0.4860 1/angstrom
midgap amplitude kappa: 4.860e+07 1/cm
amplitude decay length: 2.058 angstrom
density decay constant 2 kappa: 0.9721 1/angstrom
lead band shift in slab test: 8.0 eV
slope of -ln T, slabs 20 to 30 angstrom: 0.9721 1/angstrom
kappa at 1 eV from midgap: 0.4739 1/angstrom
kappa at 2 eV from midgap: 0.4354 1/angstrom
kappa at 3 eV from midgap: 0.3623 1/angstrom
kappa at 4 eV from midgap: 0.2227 1/angstrom
parabolic midgap kappa, same mass: 0.6873 1/angstrom
parabolic/Franz ratio at midgap: 1.4142
parabolic mass matching Franz at midgap: 0.20 m
parabolic kappa with that mass: 0.4860 1/angstrom
depth below conduction edge in edge test: 0.09 eV
Franz/parabolic ratio at that depth: 0.9950
layer thickness: 10 angstrom
exp(-2 kappa d), Franz: 6.00e-05
exp(-2 kappa d), parabolic: 1.07e-06
ratio of these factors: 56.1
```
